Reducing the Breit operator to orbit-orbit, spin-other-orbit and spin-spin terms, part 1

(Sections cited here and not found follow in the second part.)

## First half: currents, operator ordering and the coupling of spin to the other orbit

Two electrons exchange not only the Coulomb repulsion but also a magnetic interaction between their currents. In the Dirac description this interaction is the Breit operator. The task is to turn it into operators that act on ordinary two-component wavefunctions, to leading order in 1/c, and to fix the place of every momentum in them.

Atomic units are used in the algebra: ħ, the electron mass and the elementary charge are 1, and c is about 137.036. The separation vector is r = r1 − r2, with components r_i. The letter r also stands for its length; in scalar and cross products it is the vector. A repeated index is summed over x, y, z. The derivative ∂_i is taken with respect to r_i, so on a function of r alone ∇1 = ∇ and ∇2 = −∇. Momenta are p1 = −i∇1 and p2 = −i∇2. Braces mean {A, B} = AB + BA. The Breit operator is

B = −α1_i α2_j G_ij,

G_ij = (1/2r)(δ_ij + r_i r_j/r²).

It is added to the Coulomb repulsion 1/r. It describes transverse photon exchange when the time the photon takes to travel can be neglected; retardation beyond this is left out here. The 4×4 matrices α_i have the Pauli matrices σ_i in their two off-diagonal blocks and zeros in the diagonal blocks.

### (a) At which order in 1/c does B first contribute?

**Question.** Find the lower component of a positive-energy spinor in terms of its upper component. Show at which order B enters, and which corrections may then be dropped.

**Solution.** Write a spinor as ψ = (φ, χ), each entry having two components. With the rest energy subtracted, an electron of energy w in a potential V obeys

V φ + c σ·p χ = w φ,

c σ·p φ + (V − 2c²) χ = w χ.

The second line gives (2c² + w − V) χ = c σ·p φ. If w − V is small compared with 2c², the inverse can be expanded:

χ = (1/2c) [1 − (w − V)/(2c²) + …] σ·p φ.

The lower component is therefore smaller than the upper one by a factor of order p/c, and the correction to this relation is smaller again by c^-2. For a free electron, with E = √(c⁴ + c²p²), the corresponding formula is

χ = c σ·p φ/(E + c²) = (1/2c) [1 − p²/(4c²) + …] σ·p φ,

which agrees with the first expansion for V = 0 and w = p²/2.

The upper component is not normalized by itself. Since (σ·p)² = p², the condition ⟨φ|φ⟩ + ⟨χ|χ⟩ = 1 reads

⟨φ| 1 + p²/(4c²) |φ⟩ = 1

to this order. A normalized two-component function thus differs from φ by a relative correction of order c^-2.

Because α_i is off-diagonal, its matrix element between two spinors is

ψ'†α_i ψ = φ'†σ_i χ + χ'†σ_i φ.

Each term holds one lower component, hence one factor 1/c. B contains one α for each electron, so its matrix elements between positive-energy states begin at c^-2. Normalization and the corrections to χ change them at c^-4. To order c^-2 it is enough to take χ = (1/2c) σ·p φ and to treat φ as normalized. A general pair state is a sum of products of such spinors, and the argument applies to each product.

Two conditions are attached. First, the momenta must be small compared with c. Close to a point nucleus V is unbounded, so the expansion of χ fails there, and its use in an inner shell of a heavy atom is doubtful. Second, B is to be used in first order between positive-energy states. If both electrons were allowed to go to negative-energy states, the two α's would connect large components with large components, without any factor 1/c. The square of such an element, divided by an energy difference of about 4c², would be of order c^-2, the same as the terms kept. Such contributions do not belong to the operator derived here.

### (b) What does α_i become for one electron?

**Question.** Let f be a real function of position. Find the two-component operator whose matrix element equals that of f α_i to order 1/c.

**Solution.** Insert the lower components into the matrix element:

⟨ψ'|f α_i|ψ⟩ = (1/2c) [⟨φ'|f σ_i σ·p φ⟩ + ⟨σ·p φ'|σ_i f φ⟩].

For smooth functions that vanish at infinity, σ·p may be moved from the left function to the right one by integration by parts. The operator between φ' and φ is then D_i[f]/(2c), with

D_i[f] = f σ_i σ_k p_k + p_k σ_k σ_i f.

The products of Pauli matrices are

σ_i σ_k = δ_ik + i ε_ikl σ_l,

σ_k σ_i = δ_ik − i ε_ikl σ_l.

The two δ terms give f p_i + p_i f. The two others give i ε_ikl σ_l (f p_k − p_k f). Since p_k acts as −i∂_k on everything to its right, p_k f = f p_k − i(∂_k f), and therefore

f p_k − p_k f = i(∂_k f).

The spin part becomes i·i ε_ikl σ_l ∂_k f = −ε_ikl σ_l ∂_k f = ε_ilk σ_l ∂_k f, which is component i of a cross product. Altogether

D_i[f] = {f, p_i} + (σ×∇f)_i.

The meaning shows when f is replaced by the components A_i of a vector field and the sum over i is taken. From ε_ilk σ_l ∂_k A_i = σ_l ε_lki ∂_k A_i one obtains

D_i[A_i] = A·p + p·A + σ·(∇×A).

The first two terms are the coupling of the moving charge to a vector potential, the last is the coupling of the spin moment to the magnetic field. The spin term needs two things: the ε parts of σ_i σ_k and σ_k σ_i have opposite signs, and p_k does not commute with f. For constant f it vanishes.

### (c) What does the product of two currents give?

**Question.** Apply the result of (b) to both electrons and sort the terms by the number of spins they contain.

**Solution.** Start with electron 2 and hold the variables of electron 1 fixed. Then α2_j G_ij becomes 1/(2c) times

D2_j[G_ij] = {G_ij, p2_j} + (σ2×∇2)_j G_ij.

In the last term ∇2 differentiates G_ij and nothing else. Now treat electron 1. The expression just found depends on r1 through G_ij, while p2 and σ2 commute with p1 and σ1. The steps of (b) can be repeated with this expression in the place of f, the derivative ∇1 acting on the G_ij inside it. The factor is now −1/(4c²), and the four terms are

H_B = −(1/4c²) [ {p1_i, {p2_j, G_ij}}
 + {(σ1×∇1)_i G_ij, p2_j}
 + {(σ2×∇2)_j G_ij, p1_i}
 + (σ1×∇1)_i (σ2×∇2)_j G_ij ].

The first term has no spin and couples two orbital currents. The second and third couple the spin of one electron to the orbital current of the other. The fourth couples the two spins. Up to here every momentum stands symmetrically with respect to G_ij, so the ordering is settled; what remains is to simplify without disturbing it.

### (d) Where do the momenta stand in the orbit-orbit operator?

**Question.** Bring the spin-free term to a form with both momenta on the right. Show that it is Hermitian, and find what changes if r·p1 is allowed to differentiate a vector r standing to its right.

**Solution.** Moving a momentum through G_ij costs a derivative of G_ij, contracted with the index of that momentum. So the divergence is needed. With ∂_i r = r_i/r,

∂_j (1/r) = −r_j/r³,

∂_i (r_i r_j r^-3) = 3r_j/r³ + r_j/r³ − 3r_j/r³ = r_j/r³.

In the second line the three contributions come from differentiating r_i, r_j and r^-3. Half the sum of both lines is

∂_i G_ij = ½ (−r_j/r³ + r_j/r³) = 0.

A delta function at r = 0 could still hide in this. Its strength would be the flux of G_ij through a small sphere. G_ij grows as 1/r and the area shrinks as r², so the flux vanishes with the radius and there is no delta function. By the symmetry of G_ij, ∂_j G_ij = 0 as well.

It follows that, with the sums over the repeated index carried out,

p1_i G_ij = G_ij p1_i,

p2_j G_ij = G_ij p2_j.

The inner brace is therefore 2 G_ij p2_j, and the outer one doubles it again:

{p1_i, {p2_j, G_ij}} = 4 G_ij p1_i p2_j.

Multiplying by −1/(4c²) gives the orbit-orbit operator

H_oo = −(1/c²) G_ij p1_i p2_j
 = −(1/2c²) [ r^-1 p1·p2 + r^-3 r_i r_j p1_i p2_j ].

Both momenta act on the wavefunction and on nothing else. The adjoint of G_ij p1_i p2_j is p2_j p1_i G_ij, and by the two rules above the momenta can be moved back to the right, so H_oo is Hermitian.

This holds for the sum of the two pieces. For the first piece alone the adjoint is p1·p2 r^-1. Moving p2 and then p1 to the right, with [p2_i, 1/r] = −i r_i/r³, [p1_i, 1/r] = +i r_i/r³ and ∂_i(r_i/r³) = 4πδ(r), gives

p1·p2 r^-1 = r^-1 p1·p2 + i r^-3 r·p2 − i p1_i (r_i/r³)
 = r^-1 p1·p2 + i r^-3 r·(p2 − p1) − 4πδ(r).

The difference is not zero. Neither piece may be reordered or dropped by itself.

The second piece is sometimes tempting to write as r^-3 (r·p1)(r·p2). Read as a product of operators, this lets p1 act on the second r. Since p1_i r_j = r_j p1_i − iδ_ij,

r^-3 (r·p1)(r·p2) = r^-3 r_i r_j p1_i p2_j − i r^-3 r·p2.

With the prefactor −1/(2c²), the misreading adds the spurious operator

(i/2c²) r^-3 r·p2

to H_oo. Part (h) shows how large its effect can be.

In the classical limit p1 and p2 become commuting canonical momenta, and the term in the Hamiltonian is −(1/2c²r)[p1·p2 + (p1·r̂)(p2·r̂)], where r̂ = r/r. For parallel momenta it is negative and, at fixed momenta and fixed direction r̂, grows in size as r shrinks: parallel currents attract. The sign refers to fixed momenta. With the kinetic energy taken as p1²/2 + p2²/2, the velocities are v1_i = p1_i − G_ij p2_j/c² and v2_j = p2_j − G_ij p1_i/c², so that p1²/2 + p2²/2 = v1²/2 + v2²/2 + 2G_ij v1_i v2_j/c² to order c^-2, and the energy written in velocities contains the same term with a plus sign. The one-electron correction −p⁴/(8c²) is of the same order and adds −p²p/(2c²) to each velocity. It changes only the one-electron terms of the energy and leaves this two-electron term as it is.

### (e) How does one spin feel the motion of the other electron?

**Question.** Evaluate the two terms of H_B with one spin, and decide whether the order of r and p matters in them.

**Solution.** For the spin of electron 1 the needed quantity is

(σ1×∇)_i G_ij = ε_ilk σ1_l ∂_k G_ij = σ1_l ε_lki ∂_k G_ij,

that is, the curl of G taken on its first index. The δ_ij part of 2G_ij contributes

ε_lki δ_ij ∂_k (1/r) = −ε_lkj r_k/r³.

For the other part,

∂_k (r_i r_j/r³) = δ_ki r_j/r³ + δ_kj r_i/r³ − 3 r_i r_j r_k/r⁵.

The first and third terms are symmetric in k and i and vanish against ε_lki. The second gives ε_lji r_i/r³ = −ε_lij r_i/r³, which is −ε_lkj r_k/r³ after the summed index i is renamed k. Both parts are equal, and half their sum is

ε_lki ∂_k G_ij = −ε_lkj r_k/r³.

Next comes the brace with p2_j. The commutator [p2_j, r_k/r³] equals i∂_j(r_k/r³) = −i∂_j∂_k(1/r). This is symmetric in j and k, also at the origin, so it vanishes against ε_lkj. The order of r and p2 does not matter in the cross product, and the brace is twice the product:

{(σ1×∇)_i G_ij, p2_j} = −2 r^-3 σ1·(r×p2).

The prefactor −1/(4c²) turns this into +(1/2c²) r^-3 σ1·(r×p2).

For electron 2, ∇2 = −∇ brings one more sign:

(σ2×∇2)_j G_ij = −σ2_l ε_lkj ∂_k G_ij = +σ2_l ε_lki r_k/r³.

The brace with p1_i is +2 r^-3 σ2·(r×p1), and the prefactor makes it −(1/2c²) r^-3 σ2·(r×p1). With the spins s = σ/2 the spin-other-orbit operator is

H_soo = (1/c²) r^-3 [s1·(r×p2) − s2·(r×p1)].

Exchange of the electrons turns r into −r and carries one term into the other, as it must.

The first term has a direct reading. At the place of electron 1, electron 2 with charge −1 and velocity p2 produces the magnetic field r×p2/(c r³). The spin moment of electron 1 is −s1/c, and minus the product of moment and field is (1/c²) r^-3 s1·(r×p2). The coupling of a spin to its own electron's orbit in the field of the other charge comes from the Coulomb repulsion and is not contained in B.

## Second half: spin-spin coupling, a check with free electrons, and a worked example

The separation is r = r1 − r2, s1 and s2 are the spins, σ = 2s, and G_ij = (δ_ij + r_i r_j/r²)/(2r). Atomic units are used. The first half gave, to order c^-2 and between positive-energy states,

H_oo = −(1/c²) G_ij p1_i p2_j, with the momenta acting on the wavefunction alone,

H_soo = (1/c²) r^-3 [s1·(r×p2) − s2·(r×p1)].

Reading the orbit-orbit term with p1 acting on r as well would add (i/2c²) r^-3 r·p2. One term of the reduction is still to be evaluated:

H_ss = −(1/4c²) (σ1×∇1)_i (σ2×∇2)_j G_ij.

The orbit-orbit and spin-other-orbit operators have now been derived to order c^-2, with the place of every momentum fixed. What remains is to evaluate the spin-spin term, including the point r = 0, to check the reduction with free electrons, and to find the size of the terms in a worked example.
